Eighth-Power Scaling of Neutral Arsenic-Vacancy Clusters in Silicon

**What is lost by counting atoms alone**

A cluster of one vacancy and four arsenic atoms, As₄V, takes four donors out of service. Suppose its concentration is known at one concentration of free, ionized arsenic and is wanted at twice that value, at the same temperature. Counting arsenic atoms suggests a factor 2⁴ = 16. If the arsenic also supplies the electrons, the ideal factor is 2⁸ = 256. The first estimate then misses a factor of 16 in the number of clusters, because a neutral cluster absorbs four electrons as well as four positive donors.

The notation is as follows. C is the concentration of free arsenic, meaning isolated, substitutional, ionized As⁺. X is the concentration of neutral As₄V, and n and p are those of electrons and holes. Concentrations are in cm⁻³, energies in eV, and k is Boltzmann's constant. Temperature T and pressure are fixed in every comparison of arsenic levels. The quantity sought is the local exponent

s = d ln X / d ln C.

A neutral arsenic donor, with its electron still bound, is not counted in C.

**First case: the electrons are held fixed**

Charge and atom balance give the reaction

4 As⁺ + 4 e⁻ + V⁰ ⇌ As₄V⁰.

At equilibrium the free energy does not change when the reaction advances by one unit:

μ(As₄V) = 4μ(As⁺) + 4μ(e) + μ(V⁰).

An electrostatic potential φ adds +eφ to μ(As⁺) and −eφ to μ(e). These cancel in the sum, so no choice of potential zero enters.

The arsenic term comes from counting sites. N ions on M lattice sites can be arranged in W(N) = M!/[N!(M − N)!] ways. Adding one ion changes the count by

W(N+1)/W(N) = (M − N)/(N + 1) ≈ M/N,

where the last form needs N large and N ≪ M. With g the free energy of one ion apart from this counting, and N_s the site density,

μ(As⁺) = g − kT ln(M/N) = g + kT ln(C/N_s).

The cluster has one arrangement per vacancy site, since all four neighbours are arsenic. Each neighbour has five valence electrons: three in bonds to silicon and two in a lone pair. No unpaired spin remains to add a degeneracy. Therefore

μ(As₄V) = g_cl + kT ln(X/N_s).

The vacancy is exchanged with a surface or another source. At the free-energy minimum, making one more vacancy costs nothing, so μ(V⁰) = 0. With formation free energy G_V,

0 = G_V + kT ln([V⁰]/N_s),

[V⁰] = N_s exp(−G_V/kT).

This concentration does not depend on the Fermi level, because the vacancy counted is neutral. I neglect any change of G_V with doping through strain.

Suppose other dopants hold the electron concentration fixed, and with it μ(e) measured from the conduction-band edge. Arsenic enters the equilibrium condition only through 4kT ln C. Then X ∝ C⁴ and s = 4. This is the atom-counting result, and it is correct for that situation.

**Letting the electron concentration vary**

For a parabolic conduction band of density-of-states mass m, with energy ε measured from the edge E_c, the density of states per volume, spin included, is

D(ε) = (1/2π²)(2m/ħ²)^(3/2) √ε.

Boltzmann statistics replace the occupation by exp[(μ(e) − E_c − ε)/kT]. The energy integral is

∫₀^∞ √ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2).

Multiplying the two gives

n = N_c exp[(μ(e) − E_c)/kT],

N_c = 2[mkT/(2πħ²)]^(3/2).

Solving for the chemical potential,

μ(e) = E_c + kT ln(n/N_c).

Now define B as the free energy released when V⁰, four As⁺ and four electrons at the band edge combine, apart from the concentration terms:

B = G_V + 4g + 4E_c − g_cl.

Insert all the chemical potentials into the equilibrium condition:

g_cl + kT ln(X/N_s) = 4g + 4kT ln(C/N_s) + 4E_c + 4kT ln(n/N_c).

Since 4g + 4E_c − g_cl = B − G_V, this becomes

kT ln(X/N_s) = B − G_V + 4kT ln[Cn/(N_sN_c)].

Exponentiating, and recognizing [V⁰],

X = [V⁰] exp(B/kT) [Cn/(N_sN_c)]⁴.

Holding n fixed recovers the fourth power. If each free arsenic ion supplies one electron and nothing else matters, n = C, and

X = [V⁰] exp(B/kT) C⁸/(N_sN_c)⁴.

Every factor except C⁸ is fixed by temperature and material. This is the eighth-power law. Four powers come from the probability of bringing four donors together, and four from the rise of the electron chemical potential as those donors fill the band.

The same bookkeeping covers other clusters. A cluster AsₘV of charge q, in units of +e, needs m ions and m − q electrons, so its concentration varies as Cᵐnᵐ⁻ᑫ. With n = C the power is 2m − q. For m = 4 and q = 0 it is eight; for As₃V⁻ it is seven.

**When arsenic is not the only source of electrons**

Let D be a fixed concentration of other ionized donors, and S = C + D. Neutrality reads

n − p = S.

For Boltzmann carriers p = N_v exp[−(μ(e) − E_v)/kT], where N_v and E_v belong to the valence band. In the product np the Fermi level cancels:

np = N_cN_v exp(−E_g/kT) = n_i².

Here E_g is the gap and n_i the intrinsic concentration. Substitute p = n_i²/n and multiply by n:

n² − Sn − n_i² = 0.

The positive root is

n = [S + √(S² + 4n_i²)]/2.

Differentiating the quadratic gives (2n − S)dn = n dS. The root shows that 2n − S = √(S² + 4n_i²). With D fixed, dS = dC = C d ln C, so

d ln n/d ln C = C/√((C + D)² + 4n_i²).

Since ln X contains 4 ln C + 4 ln n,

s = 4 + 4C/√((C + D)² + 4n_i²).

The limits show where each power belongs:

- For D = 0 and C ≫ n_i, expanding the root gives s ≈ 8 − 8(n_i/C)².
- For D = 0 and C ≪ n_i, s ≈ 4 + 2C/n_i, which tends to 4. Thermal pairs hold n nearly constant.
- For D ≫ C, s also tends to 4. The material is full of electrons, but adding arsenic hardly changes their number.

High electron concentration is therefore not enough for the eighth power. The electrons must increase in proportion to the arsenic.

**Numbers for a 700 °C anneal**

Take T = 973.15 K, so kT = 0.08386 eV, and C = 1.0×10¹⁹ cm⁻³ with D = 0. The round model parameters are electron and hole density-of-states masses of 1.1 electron masses, E_g = 0.90 eV, N_s = 5.0×10²² cm⁻³, G_V = 3.60 eV and B = 5.30 eV. The last two are chosen for illustration, so they fix an illustrative amount of clustering.

The band formula gives N_c = N_v = 1.691×10²⁰ cm⁻³. Then

n_i = N_c exp[−0.90/(2 × 0.08386)] = 7.90×10¹⁷ cm⁻³.

Neutrality gives n = 1.006×10¹⁹ cm⁻³, so arsenic supplies nearly all the electrons. The neutral vacancy concentration is

[V⁰] = 5.0×10²² exp(−3.60/0.08386) = 1.14×10⁴ cm⁻³.

For the clusters, C/N_s = 2.0×10⁻⁴ and n/N_c = 0.0595. Their product is 1.19×10⁻⁵, whose fourth power is 2.0×10⁻²⁰. Since exp(5.30/0.08386) ≈ 2.8×10²⁷,

X ≈ (1.14×10⁴)(2.8×10²⁷)(2.0×10⁻²⁰) ≈ 6.4×10¹¹ cm⁻³.

At 2C the same formula gives 1.60×10¹⁴ cm⁻³, a growth of 251 rather than 256. The small deficit comes from thermal pairs: n grows by slightly less than two. The local exponent at the starting point is 7.95.

The clusters vastly outnumber the neutral isolated vacancies. They cannot form by consuming those alone; more vacancies must come from a surface, another source or other vacancy defects. If the supply is too slow, the equilibrium law does not apply. If [V⁰] is instead held at a multiple R of its equilibrium value, X is multiplied by R. The exponent is unchanged when R is independent of C, and otherwise gains d ln R/d ln C.

**The same result by counting finite numbers**

The law can also be reached without chemical potentials for arsenic and electrons. Take a crystal of volume 𝒱 with M = N_s𝒱 sites, k_c clusters, N free arsenic ions, N_e electrons and h holes. Total arsenic is fixed, so N falls by four for each new cluster. With D = 0, N_e = N + h. Measuring energy from free ions and band-edge electrons, a state with these numbers has weight

w = M!/[N! k_c! (M − N − k_c)!] × (N_c𝒱)^N_e/N_e! × (N_v𝒱)^h/h! × exp{−[hE_g + k_c(G_V − B)]/kT}.

This weight gives a cluster only its vacancy site and ignores the four sites of its arsenic neighbours, which matters little when arsenic is dilute.

Form one more cluster at fixed h. Both N and N_e drop by four, and the number of remaining sites in this count, M − N − k_c, rises by three. For large numbers and dilute arsenic the weight changes by the factor

[N⁴N_e⁴/((k_c + 1)M³(N_c𝒱)⁴)] exp[(B − G_V)/kT].

The most probable k_c is where this factor is one. Put N = C𝒱, N_e = n𝒱 and M = N_s𝒱, and divide k_c by 𝒱. The mass-action formula for X returns. The two fourth powers now come from the ratios N!/(N − 4)! ≈ N⁴ and N_e!/(N_e − 4)! ≈ N_e⁴, which count the ordered ways to pick four ions and four electrons.

I also summed these weights numerically for 20,000 arsenic atoms, with k_c from 0 to 30 and h carried well beyond its mean. The exponent follows from the mean concentrations at volumes 2% above and below the stated one. For total arsenic of 5×10¹⁷, 1×10¹⁹ and 3×10¹⁹ cm⁻³ the sums give 5.2063, 7.9515 and 7.9963. The ideal formula gives 5.2065, 7.9510 and 7.9945.

The small excess at the highest concentration comes from the simplified site count. Because a new cluster frees four sites and takes only one, X is multiplied by about (1 − C/N_s)⁻³, which adds 3C/N_s = 0.0018 to the exponent. Counting all five sites of a cluster would change this small term, so it should not be read as a physical effect.

With C = 5×10¹⁷ cm⁻³ and other donors at D = 1×10¹⁹ cm⁻³, varying the number of arsenic atoms by 2% either way at fixed volume gives 4.19. Arsenic is then a minor source of electrons, and its own four powers are nearly all that remain.

**Replacing Boltzmann by Fermi statistics**

Let η = (μ(e) − E_c)/kT and u = n/N_c. For the parabolic band

u = (2/√π) ∫₀^∞ √x/[1 + exp(x − η)] dx.

For small z = exp(η), expand the occupation as z exp(−x) − z² exp(−2x) + … . Since ∫₀^∞ √x exp(−jx) dx = √π/(2j^(3/2)),

u = z − z²/2^(3/2) + … .

Inverting to second order,

z = u + u²/2^(3/2) + … ,

η = ln z = ln u + u/√8 + … .

Thus dη/d ln u = 1 + u/√8 + … . Four electrons enter the cluster, so with n = C

s = 4 + 4 dη/d ln n ≈ 8 + √2 n/N_c.

The limit u → 0 restores eight. At finite density, exclusion makes μ(e) rise faster than kT ln n, which favours clusters that absorb electrons.

At C = 10¹⁹ cm⁻³, u = 0.059 and numerical integration gives a shift of +0.08. At 10²⁰ cm⁻³, still at 700 °C and with the same bands, the shift is +0.82. Boltzmann statistics are then a poor basis for the exponent.

**The Coulomb correction is larger here**

Boltzmann statistics do not by themselves make charged particles independent. Each As⁺ attracts electrons and repels other ions, which lowers the free energy of the separated charges. The neutral cluster has no such long-range stabilization.

To estimate this, treat ions and electrons as classical point charges in a medium of permittivity ε. Let y = eφ/kT be the reduced potential near an ion. For C = n and small y, the ion density is C(1 − y) and the electron density n(1 + y). The net charge density is −e(C + n)y, and Poisson's equation becomes

∇²y = κ²y,

κ² = 4πl_B(C + n), with l_B = e²/(4πεkT).

The solution around a unit positive charge is y = l_B exp(−κr)/r. Subtracting the bare potential l_B/r and letting r → 0 leaves the potential of the screening cloud, −l_Bκ. At a partial charge λe it is −λl_Bκ. The charging work, in units of kT, is

ln γ = ∫₀¹ (−λl_Bκ) dλ = −l_Bκ/2.

The same result holds for an electron, because both charge signs reverse. The activity coefficient γ multiplies each charged concentration in the mass-action law:

X ∝ (γC)⁴(γn)⁴ = γ⁸C⁸.

Now ln γ⁸ = −4l_Bκ. With n = C, κ ∝ √C, so d κ/d ln C = κ/2 and

Δs = −2l_Bκ.

For relative permittivity 11.7 at 700 °C, l_B = 1.47 nm. At C = 10¹⁹ cm⁻³ the screening length 1/κ is 1.65 nm, so l_Bκ = 0.89 and Δs = −1.78. The estimated exponent is about 6.2 instead of eight. The same expression multiplies X itself by exp(−4 × 0.89) ≈ 0.03.

These numbers give a size, not a reliable correction. Linear screening requires l_Bκ ≪ 1, which is not met. The electron thermal length ħ/√(m′kT), with m′ equal to 0.26 electron masses, is 1.87 nm. This is comparable with the screening length, so treating electrons as classical points is doubtful too. Ideality is nevertheless a separate condition, and the estimate suggests that its failure could change the exponent by order one. Treating the electrons quantum mechanically in the random-phase approximation reduces Δs to about −1.2, and a distance of closest approach of 0.5 to 2 nm gives −1.0 to −0.4.

The conditions can nevertheless hold together. At 300 K, with E_g = 1.12 eV, the same masses and C = 10¹³ cm⁻³, n_i is 1.1×10¹⁰ cm⁻³. The shifts are −1×10⁻⁵ from intrinsic carriers, −0.010 from Coulomb correlation and +5×10⁻⁷ from Fermi statistics. This is a formal equilibrium limit; it does not imply that atoms could rearrange at room temperature. At 700 °C no such window exists: lowering C weakens the Coulomb shift but brings in thermal pairs, and the summed size of the three shifts stays of order one at best.

**Other charges and total arsenic**

Negative vacancy defects could spoil n = C. To estimate their charge, I included V, AsV, As₂V and As₃V, with 1, 4, 6 and 4 arrangements and binding B/4 per arsenic atom. The first three could take up to two extra electrons and As₃V one. Their acceptor levels were placed at the valence edge, the position in the gap that gives the most negative charge. This gives a factor exp[z(μ(e) − E_v)/kT] for z extra electrons.

At C = 10¹⁹ cm⁻³ their total negative charge is 8×10⁻⁴ of C. Within these assumptions they hardly disturb neutrality. The result depends on the assumed binding: 0.4 eV more for As₂V would raise the charge to about 7% of C once neutrality is solved with it, lowering n to 0.94C and s to about 6.8. It also grows steeply with doping, since As₂V²⁻ varies as C²n⁴. In this estimate, with Boltzmann carriers, n/C is 0.89 and s is 6.3 at C = 3×10¹⁹ cm⁻³; at 10²⁰ cm⁻³ n/C is 0.30 and s is 3.4, below even the atom-counting value. At both concentrations the smaller clusters hold far more arsenic than As₄V. These figures follow from the illustrative energies and extreme level positions.

The distinction between free and total arsenic matters once clusters hold much of the dopant. Let C_T = C + 4X, counting free ions and As₄V, and let f = 4X/C_T. In the ideal eighth-power regime dX/d ln C = 8X, hence

d ln C_T/d ln C = (C + 32X)/(C + 4X) = 1 + 7f,

d ln X/d ln C_T = 8/(1 + 7f).

When f is small, the power in C_T is also eight. When nearly all arsenic is clustered, f → 1 and X becomes proportional to C_T, while free arsenic grows only as C_T^(1/8). In the example 4X/C = 2.6×10⁻⁷, so As₄V itself makes no practical difference between C and C_T. A measured total may also include neutral donors and other clusters, which C_T leaves out. This need not be small: an isolated donor level 0.054 eV below the band edge, with degeneracy two, would hold about 18% of the arsenic in the example and lower the power in total arsenic from eight to about 6.8. At this doping donor states overlap, so the split into ionized and neutral donors is itself not sharp.

**Reading the law for a device anneal**

The 700 °C temperature belongs to the range where arsenic deactivation is a practical concern. Heavily doped source and drain regions can contain 10²⁰ cm⁻³ of arsenic or more, at least ten times the example's value. At 10²⁰ cm⁻³ of free arsenic the Fermi correction alone, with n = C, raises the ideal exponent by about 0.8, and the Coulomb estimate is further outside its range. Implantation damage can also keep vacancies away from equilibrium. Absolute amounts are sensitive to energies: an error of 0.1 eV in B − G_V changes X by a factor of 3.3 at this temperature, but leaves the ideal exponent alone.

For such a region, eight is only an ideal reference exponent in free arsenic, because negative vacancy clusters may hold enough charge to break n = C. The power in total arsenic is lower once clusters hold much of the dopant. Using the eighth power to extrapolate cluster concentrations requires a neutral-vacancy concentration that does not change with doping, arsenic-controlled electrons, n ≪ N_c and weak Coulomb correlation. The 10¹⁹ cm⁻³ example meets the second and third conditions well, assumes the first, and fails the fourth.

Numbers in the example were calculated in double precision.
